# How a Thermometer Offset Changes a Measured Trap Energy: verification in Python

```python
"""Trap energy from transient spectroscopy with a thermometer in error.

Emission rate: e(T) = sigma*gamma*T^2*exp(-E/kT).
Result under test: if the reading is R = T + delta, the slope of
ln(e/R^2) against 1/R gives
    E_app = E*(1 + delta/T)^2 + 2*k*delta*(1 + delta/T),
about 2 percent above E for delta = 2 K near T = 200 K.
For a linear thermometer error R = a*T + b the result is
    E_app = E*R^2/(a*T^2) + 2*k*R*b/(a*T).
E: trap energy (eV), sigma: capture cross-section (m^2),
gamma: thermal velocity times band density of states over T^2,
k: Boltzmann constant (eV/K), T: true temperature (K).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

q, hbar, m0 = const.e, const.hbar, const.m_e
k = const.k / q

# Chosen trap and rough typical silicon masses
E = 0.40
sigma = 1e-15 * 1e-4
mass_dos, mass_velocity, mass_light = 1.08, 0.28, 0.19
delta = 2.0
T_ref = 200.0


def band_density(T):
    return 2 * (mass_dos * m0 * const.k * T / (2 * np.pi * hbar**2))**1.5


def thermal_velocity(T):
    return np.sqrt(3 * const.k * T / (mass_velocity * m0))


gamma = thermal_velocity(T_ref) * band_density(T_ref) / T_ref**2


def emission(T, energy=E):
    """Rate from detailed balance, without assuming the T^2 law."""
    return (sigma * thermal_velocity(T) * band_density(T)
            * np.exp(-energy / (k * T)))


t1 = 0.005 * 2.0**np.arange(6)
t2 = 2 * t1
window_rates = np.log(t2 / t1) / (t2 - t1)


def find_peaks(energy=E, tilt=0.0):
    """True peak temperatures, by maximising the two-gate signal."""
    peaks = []
    for early, late in zip(t1, t2):
        def negative_signal(T):
            rate = emission(T, energy)
            signal = np.exp(-rate * early) - np.exp(-rate * late)
            return -signal * np.exp(tilt * (T - T_ref))
        found = minimize_scalar(negative_signal, bounds=(150, 260),
                                method="bounded",
                                options={"xatol": 1e-7})
        peaks.append(found.x)
    return np.array(peaks)


def arrhenius(readings):
    """Fitted energy (eV) and cross-section (m^2)."""
    slope, intercept = np.polyfit(1 / readings,
                                  np.log(window_rates / readings**2), 1)
    return -k * slope, np.exp(intercept) / gamma


def formula_energy(T, a, b):
    R = a * T + b
    return E * R**2 / (a * T**2) + 2 * k * R * b / (a * T)


def percent(value, reference=E):
    return 100 * (value / reference - 1)


# Symbolic derivative of the measured Arrhenius ordinate
Rs, As, Bs, Es, Ks = sp.symbols("R a b E k", positive=True)
Ts = (Rs - Bs) / As
log_ordinate = 2 * sp.log(Ts) - Es / (Ks * Ts) - 2 * sp.log(Rs)
slope_energy = Ks * Rs**2 * sp.diff(log_ordinate, Rs)
closed = Es * Rs**2 / (As * Ts**2) + 2 * Ks * Rs * Bs / (As * Ts)
assert sp.simplify(slope_energy - closed) == 0

# Peaks occur at the window rates; a correct thermometer recovers the trap
peaks = find_peaks()
assert np.allclose(emission(peaks), window_rates, rtol=1e-5)
E_good, sigma_good = arrhenius(peaks)
assert abs(E_good / E - 1) < 1e-5
assert abs(sigma_good / sigma - 1) < 1e-4

# Linear thermometer errors; the finite fit range allows small differences
cases = {"constant +2 K": (1.0, delta),
         "constant -2 K": (1.0, -delta),
         "scale 1.01 (+2 K at 200 K)": (1.01, 0.0),
         "0.99 T + 4 K (+2 K at 200 K)": (0.99, 4.0)}
results = {}
for name, (a, b) in cases.items():
    readings = a * peaks + b
    fitted, fitted_sigma = arrhenius(readings)
    T_mid = (1 / np.mean(1 / readings) - b) / a
    predicted = formula_energy(T_mid, a, b)
    assert abs(fitted / predicted - 1) < 3e-4, name
    results[name] = (fitted, fitted_sigma, T_mid, predicted)

E_app, sigma_app, T_mid, E_pred = results["constant +2 K"]
first_order = 200 * delta / T_ref * (1 + k * T_ref / E)
E_200 = formula_energy(T_ref, 1.0, delta)
assert 1.9 < percent(E_app) < 2.3
assert abs(first_order - percent(E_app)) < 0.05

# Cross-section from the intercept
x = delta / T_mid
log_sigma = x * E / (k * T_mid) + 2 * x - 2 * np.log1p(x)
assert abs(np.log(sigma_app / sigma) - log_sigma) < 3e-3

# One peak with known cross-section: solve the emission law for the energy
R_ref = T_ref + delta
E_one = brentq(lambda en: emission(R_ref, en) - emission(T_ref), 0.2, 0.6)
E_one_formula = E * R_ref / T_ref + 2 * k * R_ref * np.log(R_ref / T_ref)
assert abs(E_one - E_one_formula) < 1e-9

# Rate predicted at 300 K from the faulty parameters
T_use = 300.0
rate_true = emission(T_use)
rate_app = (sigma_app * gamma * T_use**2
            * np.exp(-E_app / (k * T_use)))
log_ratio = log_sigma - (E_pred - E) / (k * T_use)
assert abs(np.log(rate_app / rate_true) - log_ratio) < 5e-3

# Fields in the depleted silicon and the oxide
doping, bending = 1e21, 1.0
eps_si, eps_ox = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0
field = np.sqrt(2 * q * doping * bending / eps_si)
field_ox = field * eps_si / eps_ox

# Poole-Frenkel lowering: top of the Coulomb barrier in the field
lowering = np.sqrt(q * field / (np.pi * eps_si))
top = minimize_scalar(
    lambda nm: q / (4 * np.pi * eps_si * nm * 1e-9) + field * nm * 1e-9,
    bounds=(0.5, 100), method="bounded", options={"xatol": 1e-8})
assert abs(top.fun / lowering - 1) < 1e-8

# Thermally assisted tunnelling: best energy depth below the band edge
kT_J = const.k * T_ref
mass = mass_light * m0
gain = (q * field * hbar)**2 / (24 * mass * kT_J**3)


def negative_exponent(depth_meV):
    depth = depth_meV * 1e-3 * q
    action = 4 * np.sqrt(2 * mass) * depth**1.5 / (3 * hbar * q * field)
    return -(depth / kT_J - action)


best = minimize_scalar(negative_exponent, bounds=(1e-6, 50),
                       method="bounded", options={"xatol": 1e-9})
assert abs(-best.fun / gain - 1) < 1e-6
tunnel_shift = -3 * k * T_ref * gain
step = 1e-3


def gain_at(T):
    return (q * field * hbar)**2 / (24 * mass * (const.k * T)**3)


numeric_shift = (k * T_ref**2 * (gain_at(T_ref + step)
                 - gain_at(T_ref - step)) / (2 * step))
assert abs(numeric_shift / tunnel_shift - 1) < 1e-6

# Relative inflation when another effect changes the true slope
barrier = 0.030
inflations = []
for energy in (E - lowering, E + barrier):
    other_peaks = find_peaks(energy)
    base = arrhenius(other_peaks)[0]
    inflations.append(percent(arrhenius(other_peaks + delta)[0], base))
assert all(1.9 < value < 2.3 for value in inflations)

# Amplitude drift and random peak-reading errors
tilt = 1e-3
tilted_peaks = find_peaks(tilt=tilt)
tilt_shift = np.mean(tilted_peaks - peaks)
E_tilt = arrhenius(tilted_peaks)[0]
noise = 0.1
changes = []
for i in range(len(peaks)):
    bump = np.zeros(len(peaks))
    bump[i] = noise
    changes.append((arrhenius(peaks + bump)[0]
                    - arrhenius(peaks - bump)[0]) / 2)
E_noise = np.sqrt(np.sum(np.square(changes)))
rng = np.random.default_rng(4)
trials = [arrhenius(peaks + noise * rng.standard_normal(len(peaks)))[0]
          for _ in range(4000)]
assert abs(np.std(trials) / E_noise - 1) < 0.06

print(f"Trap energy E: {E:.3f} eV")
print(f"Cross-section sigma: {sigma * 1e4:.2e} cm2")
print(f"Masses (DOS, velocity, light): {mass_dos}, {mass_velocity},"
      f" {mass_light} m_e")
print(f"gamma: {gamma * 1e-4:.3e} cm^-2 s^-1 K^-2")
print(f"kT at 200 K: {1000 * k * T_ref:.3f} meV")
print(f"Emission rate at 200 K: {emission(T_ref):.2f} 1/s")
print("t1 (ms), t2 (ms), rate (1/s), true peak (K), reading (K):")
for early, late, rate, peak in zip(t1, t2, window_rates, peaks):
    print(f"  {1e3*early:.0f}, {1e3*late:.0f}, {rate:.3f},"
          f" {peak:.3f}, {peak + delta:.3f}")
print(f"Fit without offset: {E_good:.5f} eV")
print(f"Mid true temperature of +2 K fit: {T_mid:.3f} K")
print("Thermometer, fitted E (eV), formula E (eV), error (%):")
for name, (fitted, _, _, predicted) in results.items():
    print(f"  {name}: {fitted:.5f}, {predicted:.5f},"
          f" {percent(fitted):+.3f}")
print(f"Energy error for +2 K: {1000 * (E_app - E):.2f} meV")
print(f"Formula at exactly 200 K: {E_200:.5f} eV,"
      f" {percent(E_200):+.3f} %")
print(f"Simple estimate 2 delta/T: {200 * delta / T_ref:.3f} %")
print(f"First order with kT/E term: {first_order:.3f} %")
print(f"One peak, known sigma: {E_one:.5f} eV, {percent(E_one):+.3f} %")
print(f"Apparent sigma: {sigma_app * 1e4:.3e} cm2")
print(f"sigma ratio, fit and formula: {sigma_app / sigma:.4f},"
      f" {np.exp(log_sigma):.4f}")
print(f"Rate at 300 K, true: {rate_true:.3e} 1/s")
print(f"Rate at 300 K, from faulty fit: {rate_app:.3e} 1/s")
print(f"Ratio of these rates: {rate_app / rate_true:.4f}")
print(f"Doping: {doping * 1e-6:.1e} cm^-3; band bending: {bending} V")
print(f"Largest silicon field: {field * 1e-8:.4f} MV/cm")
print(f"Oxide field: {field_ox * 1e-8:.4f} MV/cm")
print(f"Poole-Frenkel lowering: {1000 * lowering:.2f} meV")
print(f"Inflation with that lowering: {inflations[0]:.3f} %")
print(f"Trial capture barrier: {1000 * barrier:.1f} meV")
print(f"Inflation with that barrier: {inflations[1]:.3f} %")
print(f"Tunnelling gain in ln(rate) at 200 K: {gain:.5f}")
print(f"Tunnelling shift of slope energy: {1000*tunnel_shift:.3f} meV")
print(f"Amplitude drift: {100 * tilt:.2f} %/K")
print(f"Mean peak shift from drift: {tilt_shift:.4f} K")
print(f"Energy shift from drift: {1000 * (E_tilt - E):.3f} meV")
print(f"Random reading error per peak: {noise:.2f} K")
print(f"Resulting energy scatter: {1000 * E_noise:.3f} meV")
print(f"Doping / N_c at 200 K: {doping / band_density(T_ref):.2e}")
print("PASS")
```

Printed output:

```
Trap energy E: 0.400 eV
Cross-section sigma: 1.00e-15 cm2
Masses (DOS, velocity, light): 1.08, 0.28, 0.19 m_e
gamma: 6.907e+21 cm^-2 s^-1 K^-2
kT at 200 K: 17.235 meV
Emission rate at 200 K: 23.00 1/s
t1 (ms), t2 (ms), rate (1/s), true peak (K), reading (K):
  5, 10, 138.629, 215.294, 217.294
  10, 20, 69.315, 209.134, 211.134
  20, 40, 34.657, 203.303, 205.303
  40, 80, 17.329, 197.776, 199.776
  80, 160, 8.664, 192.531, 194.531
  160, 320, 4.332, 187.547, 189.547
Fit without offset: 0.40000 eV
Mid true temperature of +2 K fit: 200.490 K
Thermometer, fitted E (eV), formula E (eV), error (%):
  constant +2 K: 0.40837, 0.40837, +2.092
  constant -2 K: 0.39172, 0.39172, -2.071
  scale 1.01 (+2 K at 200 K): 0.40400, 0.40400, +1.000
  0.99 T + 4 K (+2 K at 200 K): 0.41283, 0.41282, +3.207
Energy error for +2 K: 8.37 meV
Formula at exactly 200 K: 0.40839 eV, +2.097 %
Simple estimate 2 delta/T: 2.000 %
First order with kT/E term: 2.086 %
One peak, known sigma: 0.40435 eV, +1.087 %
Apparent sigma: 1.259e-15 cm2
sigma ratio, fit and formula: 1.2593, 1.2599
Rate at 300 K, true: 1.185e+05 1/s
Rate at 300 K, from faulty fit: 1.080e+05 1/s
Ratio of these rates: 0.9111
Doping: 1.0e+15 cm^-3; band bending: 1.0 V
Largest silicon field: 0.0176 MV/cm
Oxide field: 0.0528 MV/cm
Poole-Frenkel lowering: 29.42 meV
Inflation with that lowering: 2.246 %
Trial capture barrier: 30.0 meV
Inflation with that barrier: 1.956 %
Tunnelling gain in ln(rate) at 200 K: 0.01010
Tunnelling shift of slope energy: -0.522 meV
Amplitude drift: 0.10 %/K
Mean peak shift from drift: 0.0673 K
Energy shift from drift: -0.275 meV
Random reading error per peak: 0.10 K
Resulting energy scatter: 1.901 meV
Doping / N_c at 200 K: 6.52e-05
PASS
```
